# Roofline speedup of a sparse matrix applied to blocks of vectors

## Problem

An iterative eigensolver repeatedly applies a real sparse matrix $A$ to vectors. The matrix has $n$ rows and on average $m$ nonzeros per row. It is stored in compressed rows: each nonzero has an 8-byte value and a 4-byte column index, and a 4-byte pointer marks where each row begins. One nonzero supplies one multiplication and one addition, hence the rule "two flops per twelve bytes".

The solver can instead apply $A$ to $k$ vectors together, $Y=AX$. The blocks $X$ and $Y$ are stored row by row, so the $k$ numbers belonging to one matrix row are adjacent.

The example has the sparsity pattern of a one-electron Hamiltonian with a local potential on a $20\times20\times20$ grid. The Laplacian is a finite-difference stencil reaching $r=4$ points in each direction, and the wave function vanishes outside the grid. The model core has these round parameters:

- memory bandwidth $b=20$ GB/s;
- a 512 KiB cache with 64-byte lines;
- peak arithmetic rate $P=40$ Gflop/s with vector instructions, or $10$ Gflop/s with scalar ones.

(a) What rate does the twelve-byte rule predict for one vector, and what changes when all compulsory traffic is counted?

(b) Find the speedup per vector as a function of $k$, assuming that the cache provides all possible reuse.

(c) When does arithmetic become the limit?

(d) How large may the block be before the cache fails, and what happens then?

## Solution

### (a) One vector

Each nonzero costs two flops per vector, so a matrix row needs on average $2mk$ flops.

The traffic between memory and cache is smallest when every item is fetched once. Let the caches start cold, and let a store first read the line it will modify (write-allocate) and later return it to memory (write-back). Per matrix row the traffic is then

- $8m+4m=12m$ bytes for values and column indices;
- $4$ bytes for one new row pointer;
- $8k$ bytes to read one row of $X$;
- $8k+8k=16k$ bytes to allocate and write back one row of $Y$.

The sum is

$$v(k)=12m+4+24k\ \text{bytes}. \qquad (1)$$

One additional pointer for the whole matrix and the rounding to complete cache lines are neglected.

To find $m$, count neighbours along one grid direction with $N=20$ points. There are $N-d$ pairs at distance $d$, and each pair gives two matrix entries. The mean number of neighbours per point in that direction is therefore

$$\frac1N\sum_{d=1}^{r}2(N-d)=2r-\frac{r(r+1)}{N}=8-1=7 .$$

Three directions and the diagonal give $m=1+3\cdot7=22$.

The twelve-byte rule keeps only the matrix entries. Its intensity is $2/12=0.167$ flop/byte, and its bandwidth-limited rate is $20\times0.167=3.33$ Gflop/s. With all compulsory traffic, $v(1)=264+4+24=292$ bytes. The intensity becomes $44/292=0.151$ flop/byte and the rate $3.01$ Gflop/s. Both rates lie below even the scalar peak, so one vector is bandwidth-bound on either version of the core.

For one vector the rule is a fair estimate, about 11% above the fuller one. For a block it is less safe, because the matrix traffic is shared among the vectors while the vector traffic is not.

### (b) The speedup from a block

Transferring the data for a row takes $v(k)/b$, and the arithmetic takes $2mk/P$. If the two overlap, the total time still cannot be shorter than the longer of them. The roofline model assumes that this bound is reached:

$$t(k)=\max\left[\frac{v(k)}{b},\frac{2mk}{P}\right]. \qquad (2)$$

With $b$ in GB/s and $P$ in Gflop/s, the result is in nanoseconds, since 1 GB/s is 1 byte/ns.

Separate applications to $k$ vectors take $k\,t(1)$ per row, while the block takes $t(k)$. The speedup per vector is

$$S(k)=\frac{k\,t(1)}{t(k)}. \qquad (3)$$

If both times are set by bandwidth, $b$ cancels:

$$S(k)=\frac{k\,v(1)}{v(k)}=\frac{k(12m+28)}{12m+4+24k}. \qquad (4)$$

For large $k$ the term $24k$ dominates the denominator, and the speedup saturates at

$$S_\infty=\frac{12m+28}{24}=\frac m2+\frac76 . \qquad (5)$$

To see how the limit is approached, write the denominator of (4) as $(12m+28)+24(k-1)$ and divide numerator and denominator by $12m+28=24S_\infty$:

$$S(k)=\frac{k}{1+(k-1)/S_\infty}. \qquad (6)$$

The speedup is close to $k$ only while $k-1\ll S_\infty$. Every added vector shares the matrix but brings its own 24 bytes per row.

Here $S_\infty=11+1.167=12.17$. For $k=8$ and the vector peak, the traffic is $v(8)=268+192=460$ bytes. The transfer takes $460/20=23.0$ ns and the arithmetic $2\cdot22\cdot8/40=8.8$ ns, so bandwidth is the limit. A single vector takes $292/20=14.6$ ns. Thus

$$S(8)=\frac{8\times14.6}{23.0}=5.08 .$$

If only matrix entries were counted, the prediction would be 8, which is 58% above this value.

The two estimates agree in the limit of many nonzeros per row. As $m\to\infty$ at fixed $k$, equation (4) tends to $k$. In the opposite case of a diagonal matrix, $m=1$, equation (5) gives $S_\infty=5/3$: there is little matrix traffic to share.

The factor 24 depends on how stores are handled. If $Y$ can be written without first being read, $24k$ becomes $16k$. The same steps give $S_\infty=(12m+20)/16$, or $17.75$ for $m=22$. The results below retain write-allocate.

### (c) The arithmetic limit

The two times in (2) are equal at a block size $k_*$ satisfying

$$\frac{2mk_*}{P}=\frac{12m+4+24k_*}{b}.$$

Multiplying by $b$ and collecting the terms in $k_*$ gives

$$k_*=\frac{12m+4}{2mb/P-24}. \qquad (7)$$

A positive solution requires $mb/P>12$ bytes. Otherwise each added vector costs at least as much transfer time as arithmetic time, and the arithmetic never overtakes the transfer. Equivalently, the intensity $2mk/v(k)$ rises towards $m/12$ flop/byte, and this limit must exceed $P/b$ for a crossover to exist.

With the vector peak, $mb/P=22\cdot20/40=11$ bytes. There is no crossover: within the minimum-traffic model, the core remains bandwidth-bound for every block size. With the scalar peak, $mb/P=44$ bytes and

$$k_*=\frac{268}{88-24}=4.19 .$$

Beyond this size $t(k)=2mk/P$. Since $t(1)=v(1)/b$, the factor $k$ cancels in (3):

$$S=\frac{k\,v(1)/b}{2mk/P}=\frac{P(12m+28)}{2mb}. \qquad (8)$$

For the scalar peak this is $10\cdot292/(44\cdot20)=3.32$. A block of four gives $3.21$, so a larger block gains little.

For large $m$, both (7) and (8) tend to $6P/b$, the value given by the twelve-byte rule. That value is 3 for the scalar core. It is below $3.32$ because the rule overestimates the rate of the single-vector calculation with which the block is compared.

### (d) The cache limit

Equation (1) assumes that a row of $X$ stays in cache until its last use. Number the grid points so that one $N\times N$ plane follows another. A given row of $X$ is needed by matrix rows in its own plane and in up to $r$ planes on either side. Uses from successive planes are about $N^2$ matrix rows apart.

During those $N^2$ rows, the calculation touches

- $N^2(12m_p+4)$ bytes of matrix data, where $m_p$ is the mean number of nonzeros per row in a middle plane;
- about $N^2$ rows of $X$ from each of $2r+1$ planes, at $8k$ bytes per row;
- $N^2$ rows of $Y$, at $8k$ bytes per row.

A cache that discards the least recently used line must hold all of this if the earlier row of $X$ is to survive. The required capacity is therefore about

$$W(k)=N^2\left[12m_p+4+8k(2r+2)\right]. \qquad (9)$$

In-plane neighbours add nothing to this count. The rows of $X$ they reach just before and after the window of $N^2$ matrix rows lie in the ranges already counted for the two adjacent planes, so a window in the middle of the grid touches exactly $(2r+1)N^2$ rows of $X$. Rounding to cache lines is neglected. Setting $W$ equal to the cache capacity $C$ gives the largest safe block,

$$k_c=\frac{C/N^2-12m_p-4}{8(2r+2)}. \qquad (10)$$

A middle plane has all eight neighbours in the direction normal to it, so $m_p=1+8+7+7=23$. With $C=524288$ bytes,

$$k_c=\frac{1310.7-280}{80}=12.9 .$$

A block of 8 needs about 359 KiB and fits. A block of 16 needs about 609 KiB and does not.

Suppose now that reuse between planes is lost, but reuse within a plane survives. Each row of $X$ is then read once for every plane of matrix rows that uses it. By the neighbour count in (a), now including the row's own plane, the mean number of reads is

$$\alpha=1+2r-\frac{r(r+1)}{N}=8 . \qquad (11)$$

The $X$ traffic rises from $8k$ to $8k\alpha$ bytes, while $Y$ still costs $16k$:

$$v_\alpha(k)=12m+4+8k(\alpha+2). \qquad (12)$$

For $k=32$ this is $268+2560=2828$ bytes instead of $1036$. The transfer takes $2828/20=141.4$ ns, longer than the arithmetic, which takes $2\cdot22\cdot32/40=35.2$ ns with the vector peak and $140.8$ ns with the scalar peak. Since $W(1)$ is far below the cache size, $v(1)=292$ still applies, and the speedup is $32\cdot292/2828=3.30$. For the vector peak this is 35% below the value 5.08 for a block of 8, so on that core it is faster in this model to treat 32 vectors as four blocks of 8 than as one block. For the scalar peak a block of 8 is already limited to 3.32 by (8), and the grid-averaged roofline values of the two choices differ by less than 1%. The average hides a variation along the grid. At $k=32$ a middle plane is limited by transfer (154.8 ns against 147.2 ns per row) and an end plane by arithmetic (121.6 ns against 101.2 ns). Taking the larger time plane by plane gives about 145 ns per row and a speedup near 3.2, so the two choices differ by a few per cent.

## A few cases

The table refers to the vector peak. "Minimum" means equations (1) and (4). "Cache" means a simulation that follows each access to the matrix, $X$ and $Y$ through a fully associative 512 KiB cache. Its row-by-row traffic then enters a timing model in which loading may run at most 64 rows ahead of arithmetic.

| $k$ | Bytes/row, minimum | Bytes/row, cache | $S$, minimum | $S$, cache |
|---:|---:|---:|---:|---:|
| 1 | 292 | 292 | 1.00 | 1.00 |
| 2 | 316 | 316 | 1.85 | 1.85 |
| 4 | 364 | 364 | 3.21 | 3.21 |
| 8 | 460 | 460 | 5.08 | 5.08 |
| 16 | 652 | 1235 | 7.17 | 3.78 |
| 32 | 1036 | 2828 | 9.02 | 3.30 |

Up to $k=8$ the simulated traffic is the compulsory minimum, apart from line rounding and the extra pointer. At $k=32$ the simulated reload factor is 8.00, in agreement with (11). In an 8 MiB cache the same block returns to 1036 bytes per row, which identifies capacity as the cause of the extra traffic.

The case $k=16$ lies between the two formulas: equation (12) would give $268+1280=1548$ bytes, while the simulation gives 1235. Some reuse can survive near the ends of the grid, where fewer planes are needed. In an end plane a row has on average $1+4+7+7=19$ nonzeros and uses five planes of $X$. The corresponding estimate is

$$400\,[12\cdot19+4+8\cdot16\cdot6]=400000\ \text{bytes},$$

or 391 KiB, which fits. Reuse can also survive in the middle planes. In-plane neighbours lie up to $rN=80$ matrix rows before or after a given row. For many rows of $X$, the gap between a use from an adjacent plane and the nearest use from their own plane is therefore about $N^2-rN=320$ matrix rows instead of 400. In this shorter gap the in-plane neighbours do reach extra rows of $X$, up to 80 on each side, because the ranges belonging to the adjacent planes no longer cover them. The gap then touches up to $9\cdot320+160=3040$ rows of $X$, 320 rows of $Y$ and about $320\cdot280$ bytes of matrix data. The total is $89600+128\cdot3360=519680$ bytes, or about 507 KiB, which fits with only about 1% to spare. The total traffic in the table does not separate the two contributions.

The capacity estimate was also tested at $k=8$. A cache of $1.1\,W$ keeps the traffic at 460 bytes per row, whereas one of $0.9\,W$ raises it to 729. For this grid and block size, the onset of reloading is thus located to within 10% of $W$.

Among the simulated sizes, 8 is the best for the vector core. Equation (4) would give $12\cdot292/556=6.3$ at $k=12$, but that size was not simulated and lies close to the estimated cache limit.

For the scalar core, the timing simulation gives $S=3.19$, $3.25$ and $3.29$ at $k=4$, $5$ and $8$. The roofline values are $3.21$, $3.32$ and $3.32$. The differences are at most about 2% of the roofline value. The simulation includes start-up, uneven loads near the grid boundary and the final write-back of $Y$, which (2) spreads evenly over all rows; their separate effects were not determined.

## What the prediction covers

These are model times, not hardware measurements. Latency, limited cache associativity, instruction overhead and imperfect prefetching are absent. For the stated traffic, $b$ and $P$, equation (2) is a lower bound on the time. The speedup (3), however, is a ratio of two such bounds and is itself neither an upper nor a lower bound: a real single-vector routine and a real block routine may miss their rooflines by different factors.

The matrix entries occupy about 2.1 MB here, so they do not fit in the 512 KiB cache. If the matrix and vectors remained in a larger cache between applications, they would not have to be fetched from memory again. For a block within the limit of part (d), equation (1) would then describe the traffic between the larger cache and the 512 KiB cache, and $b$ would have to be replaced by the bandwidth between those two.

Finally, $S(k)$ compares the cost of applying the matrix to the same number of vectors. If blocking changes how many applications the eigensolver needs, the change in total solution time must include that factor separately. The complete set of values is in the numerical output below.

## Computed results

```
Grid points per side: 20; stencil radius: 4
Rows n: 8000; nonzeros: 176000; mean m per row: 22.00
Bandwidth b: 20 GB/s
Peak P, vector: 40 Gflop/s; scalar: 10 Gflop/s
Cache: 512 KiB; line: 64 bytes
Counted flops, small test (k=3, 1625 nonzeros): 9750
Naive intensity: 0.1667 flop/byte
Naive rate at k=1: 3.333 Gflop/s
Full intensity at k=1: 0.1507 flop/byte
Full rate at k=1: 3.014 Gflop/s
Traffic per row (bytes): k, minimum formula, cache simulation
   1    292.00    292.01
   2    316.00    316.01
   4    364.00    364.01
   5    388.00    388.01
   8    460.00    460.01
  16    652.00   1234.62
  32   1036.00   2828.01
Same, k=32, 8 MiB cache: 1036.01 bytes
Speedup per vector, vector peak: k, minimum-traffic model, simulation
   1   1.000   1.000
   2   1.848   1.848
   4   3.209   3.209
   5   3.763   3.763
   8   5.078   5.078
  16   7.166   3.784
  32   9.019   3.304
Speedup per vector, scalar peak: k, minimum-traffic model, simulation
   1   1.000   1.000
   2   1.848   1.848
   4   3.209   3.193
   5   3.318   3.252
   8   3.318   3.291
Saturation speedup: formula 12.167, simulated 12.167
Crossover block size, scalar peak: 4.188
Arithmetic ceiling of speedup, scalar peak: 3.318
m b/P, vector peak: 11.00 bytes (threshold 12)
m b/P, scalar peak: 44.00 bytes (threshold 12)
Mean nonzeros per row in a middle plane: 23.00
Working set at k=8: 359.4 KiB
Working set at k=16: 609.4 KiB
Largest safe block, estimate: 12.88
Traffic per row, k=8, cache 1.1 W: 460.01 bytes
Traffic per row, k=8, cache 0.9 W: 728.65 bytes
Reload factor at k=32: formula 8.000, simulated 8.000
```
